Thin-Oxide Breakdown and the Bulk Percolation Threshold

Q: I picture oxide breakdown as percolation. Stress creates defects at random, and a current path opens when they connect one electrode to the other. Percolation has a sharp threshold, so a gate oxide should survive until its defect density reaches the bulk threshold. Area should hardly matter, because the threshold is a property of the material.

A: The picture of a connecting path is sound, but the threshold you are using answers a different question. Let us fix a model in which both questions can be asked.

Divide the oxide into cubic cells of edge a, with n layers between the electrodes and N = A/a² columns over the area A. Each cell is defective with probability p, independently of the others. Two defective cells are connected if they share a face. Breakdown means that a connected set of defects joins the bottom layer to the top layer, and F(p) is its probability.

The bulk threshold p_c is the defective fraction above which an infinite crystal contains an infinite connected cluster. It cannot be below 1/5. A path of m steps without repeated cells has at most 6 choices for its first step and 5 for each later one, and all its m+1 cells must be defective. The expected number of such paths from a given cell is therefore at most

6·5^(m−1) p^(m+1) = (6p/5)(5p)^m,

which vanishes as m → ∞ if p < 1/5. An infinite cluster would supply paths of every length, so there is none.

For a numerical value I use random cubes. The mean fraction at which they are first spanned is 0.3224 for edge 16 and 0.3156 for edge 40, with sample spreads 0.0246 and 0.0092. Assuming that the shift of the mean and the spread shrink in proportion, extrapolation to zero spread gives

p_c ≈ 0.3156 − 0.0092 × (0.3224 − 0.3156)/(0.0246 − 0.0092) ≈ 0.312,

with a sampling uncertainty of about 0.002.

Q: Then at p = 0.01 we are far below threshold and clusters are small. How could anything cross the oxide?

A: A small cluster is enough if the oxide is only a few cells thick. Take the simplest crossing, a straight column of n defects. Its probability is pⁿ. Different columns share no cells, so the probability that none is complete is (1−pⁿ)^N. An unbroken oxide has no complete column, hence

1 − F ≤ (1−pⁿ)^N.

Define H = −ln(1−F). Taking the logarithm and changing sign reverses the inequality:

H ≥ −N ln(1−pⁿ).   (1)

Now let p₅₀ be the fraction at which F = 1/2, or H = ln 2. F increases with p, since adding defects cannot remove a connection. At the value of p where (1−pⁿ)^N = 1/2, F is already at least 1/2. Solving for that value gives

p₅₀ ≤ (1 − 2^(−1/N))^(1/n) ≤ (ln 2/N)^(1/n),   (2)

where the last step uses 1 − e^(−x) ≤ x with x = (ln 2)/N. At fixed thickness the right side tends to zero as the area grows. No positive threshold can survive that limit.

Q: That counts straight columns. Real paths can bend, and there are many more bent paths than straight ones. Could they change the law?

A: They can only make breakdown easier, so (2) stands. To see whether they alter the scaling we need a bound on H from the other side.

Take any connected path across the oxide without repeated cells. Stop it when it first reaches the top layer, and discard everything before its last visit to the bottom layer. What remains is a minimal path, which touches each of those layers once. It has n+j cells, where j ≥ 0 counts the extra steps. Breakdown occurs exactly when at least one minimal path is fully defective.

For n = 2 the only minimal path from a given bottom cell is the straight column. For n ≥ 3, mark the n−1 steps that enter a layer for the first time. The first and last steps are both marked, so the j extra steps lie in the n−2 gaps between marked steps. They can be distributed in C(n−3+j, j) ways, where C is the binomial coefficient.

Each extra step has at most five directions. If the path is in the highest layer reached so far, an upward step would be a marked one, leaving five. If it is lower down, all six directions are conceivable, but reversing the previous step is forbidden, again leaving five. So the number of minimal paths from one bottom cell is at most

C(n−3+j, j) 5^j.

For four layers and one extra step the bound is 10, while direct enumeration finds 8.

Q: But those paths share cells. You cannot multiply their probabilities as you did for columns.

A: Not as an equality, but an inequality in the useful direction holds. The event "this path is not fully defective" is decreasing: adding defects can destroy it but cannot create it. Decreasing events of independent cells are positively correlated, which is the Harris inequality.

For one cell, let x = 1 if it is defective and x = 0 otherwise, and let f(x) and g(x) be decreasing functions. With E denoting the average,

E[fg] − E[f]E[g] = p(1−p)[f(1)−f(0)][g(1)−g(0)] ≥ 0,

because both brackets are negative or zero. For more cells, hold the last cell at x and suppose the inequality is known for the others. Then the average of fg over the others is at least f̄(x)ḡ(x), where bars denote averages over those other cells. Both f̄ and ḡ are decreasing in x, so the one-cell result completes the induction.

The intersection of decreasing events is decreasing, so the inequality can be applied path by path. With |γ| the number of cells in minimal path γ,

1 − F ≥ ∏_γ (1−p^|γ|),

H ≤ −∑_γ ln(1−p^|γ|).

For 0 < y < 1, the series −ln(1−y) = y + y²/2 + y³/3 + … is at most y + y² + y³ + … = y/(1−y). Here y = p^|γ| ≤ pⁿ, so each term is at most p^|γ|/(1−pⁿ). There are at most N starting cells, and edges of the device can only remove paths. Therefore

H ≤ [N pⁿ/(1−pⁿ)] ∑_j C(n−3+j, j)(5p)^j.

The sum is the product of n−2 geometric series, each equal to 1/(1−5p) for p < 1/5. Thus

H ≤ N pⁿ (1−5p)^(−(n−2))/(1−pⁿ).   (3)

For n = 2 the same formula holds, with no factor from bending.

Both (1) and (3) approach N pⁿ as p → 0 at fixed n. Bent paths change the correction, but not the leading law:

H ≈ N pⁿ,   p₅₀ ≈ (ln 2/N)^(1/n)   for thin films of large area.

A plot of ln H against ln p then has slope n. Enumeration of every configuration of a 4×2×2 slab tests this and gives 4.004 at p = 0.001. The same enumeration tests the two bounds: at p = 0.10, H is 5.53×10⁻⁴, between 4.00×10⁻⁴ and 1.60×10⁻³.

Q: What does this mean for a device rather than a tiny slab?

A: Choose round model parameters: a = 1 nm, thickness 4 nm and area 10⁻⁴ cm². Since 1 cm² = 10¹⁴ nm², we have n = 4 and N = 10¹⁰. The upper bound is

p₅₀ ≤ (0.693/10¹⁰)^(1/4) = 2.885×10⁻³.

Setting the right side of (3) equal to ln 2 gives the lower bound, 2.865×10⁻³. The bracket is less than 1% wide, because 5p is small and bent paths contribute little.

One cell has volume 10⁻²¹ cm³, so the median defect density is about 2.9×10¹⁸ cm⁻³. The bulk threshold corresponds to 3.1×10²⁰ cm⁻³, about 108 times higher. If p could be raised to p_c, the expected number of complete straight columns would be N p_c⁴ ≈ 9×10⁷. The device would have failed long before.

Q: Half the devices fail when only 0.3% of the cells are defective? Surely the defects must have begun to cluster.

A: No clustering beyond chance is needed. At this fraction, the probability that an interior defect has no defective neighbour is

(1−p)⁶ = (1−0.002885)⁶ ≈ 0.983.

Nearly all defects are isolated. But the device contains about 1.15×10⁸ of them, and the expected number of complete columns is N p⁴ ≈ 0.693. One column has a tiny chance, 6.9×10⁻¹¹, and there are 10¹⁰ columns to try.

This is where the two questions part. The bulk threshold asks whether connections can extend over unlimited distance. Breakdown asks whether at least one place among N holds a connection across n cells. Thickness sets how rare that local event is, and area supplies the trials.

Q: Then is thinness alone responsible? Perhaps a four-layer film simply has a lower threshold than a bulk crystal.

A: Keep four layers and change only the area. In random slabs the sampled median is about 0.36 for 4×4 columns, about 0.18 for 16×16 and about 0.07 for 128×128. The smallest slab breaks down above the bulk threshold, so four layers alone do not guarantee an early failure.

The size of the spanning cluster changes too. Its median is about 14 cells in the smallest slab and 6 in the largest, compared with roughly 3000 in the cube of edge 40. In the large slab, breakdown is the work of a short local path.

For the device, the law p₅₀ ∝ A^(−1/n) means that 10⁴ times more area lowers the median about tenfold when n = 4. At 1 cm² it is 2.88×10⁻⁴. At 10⁻⁸ cm² it lies between 0.0268 and 0.0289, and the wider bracket shows that bent paths can matter more there.

Q: Does my bulk threshold ever become relevant?

A: The area effect weakens as the film thickens. From (2), p₅₀ is certainly below p_c if (ln 2/N)^(1/n) < p_c. Taking logarithms gives

n < ln(N/ln 2)/ln(1/p_c).

For N = 10¹⁰ the right side is 20.1 layers. This is a sufficient condition, not a sharp boundary. Well inside it the lowering is strong: with eight layers the median is between 0.044 and 0.054.

Now hold N fixed and let n grow. If p₅₀ ≥ 1/5, it is already large. Otherwise put p = p₅₀ and H = ln 2 in (3), and collect the powers of n:

[p/(1−5p)]ⁿ ≥ (ln 2)(1−pⁿ)/[N(1−5p)²].

Since (1−5p)² ≤ 1 and pⁿ ≤ 5^(−n), the right side is at least (ln 2)(1−5^(−n))/N. Call the n-th root of this last quantity r. Then

p/(1−5p) ≥ r,   so   p ≥ r/(1+5r).

At fixed N, r → 1, and the lower bound tends to 1/6. For N = 10¹⁰, solving (3) directly gives a lower bound of 0.161 at 100 layers. These are bounds, not estimates of the median. Nor does the median settle at p_c in this limit. A layer without defects blocks every path, so F ≤ [1−(1−p)^N]ⁿ, which tends to zero as n → ∞ for any p < 1. The median therefore tends to 1 once the sample has become a very long wire. If thickness and width grow together in proportion, the median does approach your bulk threshold, as in the cubes used to estimate p_c. The order of limits matters: large area at fixed thickness gives zero, while large thickness at fixed area does not.

Q: Which parts would you trust for a real oxide?

A: The argument about many places and short paths needs little detail, provided that distant places fail nearly independently. The numbers need the model. If defects attract one another, if the field favours growth at the tip of a partial path, or if current can cross a gap between defects, then pⁿ is no longer the probability of a conducting column. The cell size also matters, because it sets n at a given thickness and n is the exponent.

Time enters through one more assumption. If the defective fraction grows as p = κt^α, with constants κ and α, then for small np

H ≈ N κⁿ t^(nα).

While np stays small, the failure times therefore follow a Weibull distribution with slope close to nα. Small p alone is not enough. A single sideways step can be taken in four directions in any of the n−2 inner layers, so to first order H ≈ N pⁿ[1 + 4(n−2)p], and the slope of ln H against ln p is about n + 4(n−2)p. For the four-layer device at 10⁻⁴ cm² the correction to H is 2%, but for eight layers at p ≈ 0.05 it exceeds the leading term and the slope is nearer 9 than 8. A thinner film has a smaller slope, and hence a wider relative spread of failure times, if α is unchanged. The full set of values is in the numerical output below.

Computed results

```
Minimal paths per starting cell, 4 layers: extra cells, count, bound
  0  1  1
  1  8  10
  2  40  75
  3  168  500
4x2x2 slab, all configurations: p, lower, hazard, Harris, upper
  0.01  4.0000e-08  4.1599e-08  4.1632e-08  4.4321e-08
  0.05  2.5000e-05  2.9948e-05  3.0540e-05  4.4445e-05
  0.10  4.0002e-04  5.5339e-04  5.9745e-04  1.6002e-03
  0.15  2.0255e-03  3.1293e-03  3.7041e-03  3.2416e-02
  0.19  5.2162e-03  8.6138e-03  1.1231e-02  2.0879e+00
Slope d ln(hazard)/d ln(p) at p = 0.001: 4.0040
Cubes: edge (cells), mean fraction, spread, median cluster (cells)
  16  0.3224  0.0246  317
  40  0.3156  0.0092  2910
Estimated bulk threshold: 0.312
4-layer slabs: side (cells), lower, sampled median, upper, cluster
  4  0.1717  0.3593  0.4538  14
  16  0.1325  0.1808  0.2280  10
  128  0.0660  0.0685  0.0806  6
Device: cell 1.0 nm, thickness 4.0 nm, area 1e-04 cm^2
Layers 4, columns 1.00e+10
Median breakdown fraction between 2.8647e-03 and 2.8854e-03
Median defect density between 2.865e+18 and 2.885e+18 cm^-3
Bulk-threshold defect density: 3.12e+20 cm^-3
Bulk threshold / upper bound on median: 108
Defects in device at upper bound: 1.15e+08
Expected complete columns at upper bound: 0.6931
Interior defect isolated, probability: 0.9828
Expected complete columns at bulk threshold: 9.4e+07
Area (cm^2), lower and upper median fraction, 4 layers
  1e-08  2.6848e-02  2.8854e-02
  1e-04  2.8647e-03  2.8854e-03
  1e+00  2.8833e-04  2.8854e-04
Layers, lower and upper median fraction, same device area
  2  8.3255e-06  8.3255e-06
  3  4.1050e-04  4.1078e-04
  4  2.8647e-03  2.8854e-03
  5  9.0389e-03  9.2932e-03
  6  1.8965e-02  2.0268e-02
  8  4.4480e-02  5.3716e-02
Median surely below bulk threshold for layers < 20.1
Lower bound on median, 100 layers: 0.1607
Lower bound on median, 400 layers: 0.1653
```
